# Saturated velocity correction of a periodic one-dimensional KPZ interface

## Result and conventions

Let $h(x,t)$ be the height of a one-dimensional surface of period $L$ and zero mean tilt, growing according to

$$\partial_t h=\nu h_{xx}+\frac{k}{2}(h_x)^2+\eta,\qquad \langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t').\tag{1}$$

After saturation its mean velocity $v_L$ differs from the velocity $v_\infty$ of an infinitely wide surface by

$$\boxed{v_L-v_\infty=-\frac{Ak}{2L}}\tag{2}$$

to leading order in $1/L$. The amplitude $A$ is defined in the infinite stationary surface by

$$\langle[h(x+r)-h(x)]^2\rangle\simeq A|r|\quad\text{at large }|r|.\tag{3}$$

For equation (1) with the cutoff (4) used below, $A=D/\nu$. Other cutoffs can change it: a central-difference lattice of unit spacing with $\nu=D=1$ and $k=3$ gives $A$ near $0.9$, so in such a code $A$ must be measured. The factor $1/2$ in (1) is part of the definition of $k$: if the nonlinear term is written $k'(h_x)^2$, then $k=2k'$ and the correction is $-Ak'/L$. Since $A>0$, a finite surface wide enough for (2) to apply has a lower velocity than an infinite one if $k>0$, and a higher velocity if $k<0$.

Two conditions belong to the statement. First, the short-distance cutoff stays fixed as $L$ changes and acts over a short range in space; a sharp cutoff in wavenumber does not qualify, as (16) shows. The bare equation has an infinite mean-square slope, so $v_\infty$ has no meaning without a cutoff. Second, the surface must have reached its stationary state. On a wide ring with $k\ne0$, a scaling estimate gives the time required: slope fluctuations on scale $L$ have size $(A/L)^{1/2}$, the nonlinear term carries disturbances sideways at a speed of order $|k|(A/L)^{1/2}$, and crossing the ring takes a time of order $L^{3/2}/(|k|A^{1/2})$. This estimate leaves out a numerical factor. On a small ring, or for weak $k$, diffusion can dominate instead. The longest slope mode then relaxes in a time of order $L^2/(4\pi^2\nu)$, as in the continuum example below.

## Stationary state of the continuum equation

Introduce an even smoothing kernel $\rho$ with Fourier transform $\hat\rho(q)$ and $\hat\rho(0)=1$. Let $h=\rho*g$, where the star denotes convolution, and let

$$\partial_t g=\nu g_{xx}+\frac{k}{2}\,\rho*(h_x)^2+\eta.\tag{4}$$

This places the cutoff so that the stationary state can be found. Write $g=\sum_n g_ne^{iq_nx}$ with $q_n=2\pi n/L$, and first keep the modes $|n|\le M$. The slope modes $s_n=iq_ng_n$, with $s_0=0$, obey

$$\dot s_n=-\nu q_n^2s_n+B_n+iq_n\eta_n,\qquad
B_n=\frac{ikq_n}{2}\hat\rho_n\sum_m\hat\rho_m\hat\rho_{n-m}s_ms_{n-m},\tag{5}$$

where $\langle\eta_n(t)\eta_n^*(t')\rangle=(2D/L)\delta(t-t')$.

Without $B_n$, each mode is a damped linear variable. Its variance is stationary when damping balances noise:

$$0=-2\nu q_n^2\langle|s_n|^2\rangle+\frac{2Dq_n^2}{L}
\quad\Rightarrow\quad
\langle|s_n|^2\rangle=\frac{D}{\nu L}=\frac AL.\tag{6}$$

The corresponding probability density is

$$P_0\propto\exp\left[-\frac{\nu}{2D}\int_0^L(g_x)^2dx\right]
=\exp\left[-\frac{\nu L}{2D}\sum_{n\ne0}|s_n|^2\right].\tag{7}$$

The nonlinear drift leaves this density unchanged, for two reasons.

It conserves the exponent. Because $\rho$ is even, it can be moved from one factor to the other under the integral:

$$\sum_n s_n^*B_n=\frac{k}{2L}\int_0^L h_x\,\partial_x(h_x^2)\,dx
=\frac{k}{3L}\int_0^L\partial_x(h_x^3)\,dx=0.\tag{8}$$

The truncation to $|n|\le M$ does no harm here, since $g_x$ contains none of the discarded modes.

It also has zero divergence. In (5), $s_n$ appears in $B_n$ only when $m=n$ or $m=0$, and in both cases it multiplies $s_0$:

$$\frac{\partial B_n}{\partial s_n}=ikq_n\hat\rho_n^2\hat\rho_0s_0=0.\tag{9}$$

The nonlinear contribution to the Fokker-Planck equation is $-\nabla\cdot(BP_0)=-P_0\nabla\cdot B-B\cdot\nabla P_0$. The first term vanishes by (9) and the second by (8). Thus $P_0$ is stationary for every $k$. Noise drives every slope mode and the nonlinear term cannot increase $\sum|s_n|^2$, so the finite system relaxes to this state. For a smooth, rapidly decaying $\hat\rho$, the sums below converge as $M\to\infty$.

To identify $A$, use (6) without smoothing. The height difference on the ring is

$$C(r)=\frac{4A}{L}\sum_{n\ge1}\frac{1-\cos q_nr}{q_n^2}.\tag{10}$$

For $0<r<L$, two derivatives give $C''=(4A/L)\sum_{n\ge1}\cos q_nr=-2A/L$, because the sum over all integers, including $n=0$, vanishes away from multiples of $L$. With $C(0)=C(L)=0$,

$$C(r)=Ar\left(1-\frac rL\right).\tag{11}$$

As $L\to\infty$ this becomes $Ar$, so $A=D/\nu$ is the amplitude in (3). Smoothing changes $C$ at large $r$ by a constant and leaves its slope unchanged.

## The missing uniform slope

Average (4) over $x$ and over the noise. The diffusion term integrates to zero, the noise has zero mean, and $\hat\rho(0)=1$. Therefore

$$v_L=\frac k2\langle h_x^2\rangle=\frac{kA}{2L}\sum_{n\ne0}\hat\rho(q_n)^2.\tag{12}$$

Add and subtract the $n=0$ term, which equals one. Poisson summation then gives

$$\frac1L\sum_{n}\hat\rho(q_n)^2=\sum_{m}R(mL),\qquad
R(x)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\hat\rho(q)^2e^{iqx}.\tag{13}$$

The term $m=0$ is the infinite-system value, so

$$v_L=\underbrace{\frac{kA}{2}R(0)}_{v_\infty}-\frac{kA}{2L}+kA\sum_{m\ge1}R(mL).\tag{14}$$

For the Gaussian cutoff $\hat\rho=e^{-q^2\ell^2/2}$,

$$R(x)=\frac{e^{-x^2/(4\ell^2)}}{2\sqrt\pi\,\ell},\qquad v_\infty=\frac{kA}{4\sqrt\pi\,\ell}.\tag{15}$$

The last sum in (14) is then 4% of the $1/L$ term at $L=4\ell$ and below 0.1% for $L\ge6\ell$, and (2) follows. The bulk velocity depends strongly on $\ell$; the $1/L$ term does not.

The physical content is a count of slope fluctuations. A segment of length $L$ in an infinite surface has a fluctuating mean slope of variance $A/L$. Periodicity with zero tilt removes that fluctuation, and the nonlinear term converts the missing mean-square slope into a velocity change $-(k/2)(A/L)$.

The smoothness of the cutoff matters. If all nonzero modes with $|q|\le\Lambda$ are kept with equal weight, their number is $2\lfloor N\rfloor$, where $N=\Lambda L/2\pi$. The bulk mean-square slope is $A\Lambda/\pi$, so

$$L\left[\langle h_x^2\rangle-\frac{A\Lambda}{\pi}\right]=-2A(N-\lfloor N\rfloor).\tag{16}$$

For $A=1$ and fractional parts $0.1$, $0.5$ and $0.9$, this is $-0.2$, $-1.0$ and $-1.8$, instead of a constant $-1$. A spectral code that varies $L$ at fixed $\Lambda$ must allow for these jumps.

The coefficient $k$ can be measured by tilting the surface. Replace $h_x$ in the nonlinear term by $u+h_x$. The cross term $kuh_x$ has zero spatial mean. In the slope equation it multiplies each $s_n$ by an imaginary rate, which rotates its phase and leaves (7) stationary. Hence

$$v(u)=v(0)+\frac{k}{2}u^2,\qquad k=v''(0).\tag{17}$$

### A continuum example

Take dimensionless parameters $\nu=D=1$, $k=4$, $L=2\pi$ and $\ell=0.4$. Then $A=1$, and (15) and (2) give

$$v_\infty=\frac{4}{4\sqrt\pi(0.4)}=1.4105,\qquad
-\frac{Ak}{2L}=-\frac{4}{4\pi}=-0.3183,$$

so $v_L=1.0922$. A simulation of (4) with eight positive wavenumbers and 2000 independent surfaces, started flat, gives $1.090\pm0.005$, where the uncertainty is one standard error. The time step was $0.01$. Each step advanced the nonlinear term by a fourth-order Runge-Kutta method and then applied the exact linear damping and noise. The velocity is the mean height gained between times 3 and 8, divided by the elapsed time. The noise of the spatial-mean height was omitted; it has zero average and does not act on the slopes. The simulated correction is $-0.320\pm0.005$, and the measured $L\langle|s_n|^2\rangle/A$ lies between $0.996$ and $1.004$ for the eight wavenumbers.

## Lattice growth with short-range correlations

For a lattice model, define $k=v''(0)$ from the bulk velocity at tilt $u$. Equation (2) then follows under this assumption: the stationary state at fixed tilt is a measure with short-range weights, the same for every tilt, conditioned on the total tilt.

Remove the conditioning, but keep the local weights. The mean slope $U$ of the ring now fluctuates. Multiply the weights by $e^{\mu LU}$, with the constant $\mu$ chosen so that $\langle U\rangle=0$. This factor is the same for all configurations of equal tilt, so it does not change the conditioned states. If $G(d)$ is the correlation of two steps a distance $d$ apart, the squared height difference over $r$ steps in the infinite surface is

$$\sum_{i,j=1}^{r}G(i-j)=r\sum_dG(d)+O(1),\tag{18}$$

so $A=\sum_dG(d)$. The same sum gives $\langle U^2\rangle=A/L$, up to exponentially small terms. Local averages on the unconditioned ring also equal their infinite-system values up to exponentially small terms. Sorting the configurations by $U$ gives

$$v_\infty(0)=\langle v_L(U)\rangle
=v_L(0)+\frac12v_L''(0)\frac AL+O(L^{-2}).\tag{19}$$

The linear term vanishes because $\langle U\rangle=0$; the third and fourth moments of $U$ are of order $L^{-2}$. Replacing $v_L''(0)$ by $k$ costs another term of order $L^{-2}$, provided that $v_L$ is smooth in $U$. Rearrangement gives (2). For growth rules whose stationary state is unknown, this argument supports the law but does not prove it.

### A solvable deposition rule

Let each surface step be up or down by one unit, with $n_i=1$ for a down step and $n_i=0$ for an up step. A local minimum is the pattern $10$. Deposition turns it into a maximum, $01$, and raises that site by two units. If the steps on either side are $a$ and $b$, the rate is

$$r(a,b)=1+\epsilon(a-b),\qquad|\epsilon|<1.\tag{20}$$

For $\epsilon>0$, a minimum at the bottom of a deep valley, $1100$, fills faster than one between two neighbouring peaks, $0101$. Lengths are in lattice spacings and times in inverse basic rates.

The stationary weight is $w^{N_{11}}$, where $N_{11}$ is the number of adjacent $11$ pairs and

$$w=\frac{1-\epsilon}{1+\epsilon}.\tag{21}$$

To show this, compare the probability flow out of and into a configuration. With $N_{110}$ and similar symbols counting patterns, the total escape rate is

$$N_{10}+\epsilon(N_{110}-N_{101}).\tag{22}$$

A configuration containing $a01b$ can be reached from $a10b$. The earlier configuration has $a-b$ more $11$ pairs, so its relative weight is $w^{a-b}$. For $a-b=1,0,-1$, the product $r(a,b)w^{a-b}$ equals $1-\epsilon$, $1$ and $1+\epsilon$, that is, $1-\epsilon(a-b)$. The total gain, divided by the weight of the final configuration, is

$$N_{01}-\epsilon(N_{101}-N_{011}).\tag{23}$$

On a ring $N_{01}=N_{10}$. Also $N_{011}=N_{110}$, because every run of at least two down steps has one beginning and one end. Gain and loss are therefore equal. Repeated moves connect all configurations with the same tilt, so the stationary state is unique.

### Amplitude and bulk velocity

In the infinite surface let $p$ be the density of down steps, so $u=1-2p$, and let $c$ be the probability of $10$, which equals that of $01$. The nearest-neighbour weights make the step sequence a Markov chain with

$$\frac{P(11)P(00)}{P(10)P(01)}=\frac{(p-c)(1-p-c)}{c^2}=w.\tag{24}$$

Expanding the product and using $p(1-p)=(1-u^2)/4$ gives

$$(1-w)c^2-c+\frac{1-u^2}{4}=0,\qquad
c=\frac{1-\sqrt{w+(1-w)u^2}}{2(1-w)}.\tag{25}$$

This root stays finite at $w=1$. Write $q=\sqrt w$ from here on. At zero tilt $c_0=1/[2(1+q)]$. A step differs from its neighbour with probability $2c_0$, so the correlation is multiplied at each step by

$$\tau=1-4c_0=\frac{q-1}{q+1},\qquad
A=1+2\sum_{d\ge1}\tau^d=\frac{1+\tau}{1-\tau}=q.\tag{26}$$

Each deposition adds two units at one site, so (20) gives

$$v=2[P(10)+\epsilon\{P(110)-P(101)\}].\tag{27}$$

The Markov property gives $P(110)=(p-c)c/p$ and $P(101)=c^2/(1-p)$. Their difference is

$$c\left[1-\frac{c}{p(1-p)}\right]=-\frac{(1-w)c^3}{p(1-p)},\tag{28}$$

where (25) was used in the form $p(1-p)-c=-(1-w)c^2$. Hence

$$v(u)=2c-\frac{8\epsilon(1-w)c^3}{1-u^2}.\tag{29}$$

For small $u$, (25) gives $c=c_0-u^2/(4q)+O(u^4)$. Insert this and $1/(1-u^2)=1+u^2+\cdots$ into (29). Twice the coefficient of $u^2$ is

$$k=-\frac1q+\frac{12\epsilon(1-w)c_0^2}{q}-16\epsilon(1-w)c_0^3.\tag{30}$$

Now use $\epsilon(1-w)=(1-q)^2(1+q)^2/(1+q^2)$ and the value of $c_0$. Multiplication of (30) by $A=q$ gives

$$Ak=-1+\frac{(1-q)^2(3+q)}{(1+q)(1+q^2)}
=\frac{2(1-3q)}{(1+q)(1+q^2)}.\tag{31}$$

The same substitution in (29) at $u=0$ gives

$$v_\infty=\frac{2q}{(1+q)(1+q^2)},\qquad
v_L-v_\infty\simeq\frac{3q-1}{(1+q)(1+q^2)L}.\tag{32}$$

The leading correction vanishes at $q=1/3$, or $\epsilon=0.8$, where $k=0$. For larger $\epsilon$ it is negative. As $\epsilon\to1$, $\tau\to-1$ and the correlation length grows as $1/(2q)$; the expansion then requires $L\gg1/q$.

At $\epsilon=0$ all zero-tilt configurations are equally likely. The probability of $10$ is $(1/2)(L/2)/(L-1)$, and therefore

$$v_L=\frac{L}{2(L-1)}=\frac12+\frac1{2L}+O(L^{-2}).\tag{33}$$

This agrees with $A=1$, $k=-1$ and $v_\infty=1/2$.

## Numerical size of the correction

For $\epsilon=0.5$, $w=1/3$ and $A=q=0.57735$. Equations (30) and (32) give $k=-1.20577$ and $v_\infty=0.549038$, so

$$-\frac{Ak}{2}=\frac{0.57735\times1.20577}{2}=0.34808.$$

The ring velocities below do not use (2). For $L\le12$ they come from solving the stationary master equation over all zero-tilt configurations. For larger $L$, the weights $w^{N_{11}}$ were summed with a $2\times2$ transfer matrix, and a discrete Fourier sum selected the configurations with $L/2$ down steps.

| $L$ | $v_L$ | $v_\infty-Ak/(2L)$ |
|---:|---:|---:|
| 6 | 0.60000 | 0.60705 |
| 12 | 0.57779 | 0.57804 |
| 50 | 0.556013 | 0.556000 |
| 200 | 0.550780 | 0.550778 |

At $L=6$ the predicted correction is $0.0580$ and the actual one $0.0510$, so the leading term is 14% too large relative to the actual correction. At $L=12$ the excess is about 0.9%. At $L=50$ the leading term is about 0.2% too small, so the remainder has changed sign. The scaled correction $L(v_L-v_\infty)$ is $0.348293$ at $L=200$ and $0.348133$ at $L=800$. Its distance from $-Ak/2=0.348076$ falls by a factor of about 3.8 for a fourfold increase in $L$, close to the factor 4 expected from a remainder of order $L^{-2}$ in the velocity.

For $\epsilon=-0.3$ the surface is rougher, with $A=1.3628$, but $k=-0.6714$ is smaller in magnitude. The predicted coefficient is $0.4575$; the ring of 800 sites gives $0.4581$. This is smaller than the coefficient $0.5$ at $\epsilon=0$, where $A=1$. Roughness alone therefore does not fix the correction: the product $Ak$ does.

## Use in a simulation

The bulk velocity can be eliminated by comparing two saturated rings:

$$v_{L_1}-v_{L_2}=-\frac{Ak}{2}\left(\frac1{L_1}-\frac1{L_2}\right).\tag{34}$$

For the model above with $L_1=50$ and $L_2=200$, the velocity difference is $0.005233$ and the bracket is $0.015$. Their ratio, $0.3489$, exceeds $-Ak/2$ by 0.2%. With $A$ known, it yields $k=-2(0.3489)/0.57735=-1.209$.

If $A$ is measured on a ring, the height difference should be fitted to (11) plus a free additive constant, the $O(1)$ term of (18), with $r$ and $L-r$ both much larger than the correlation length. For the deposition rule this constant is $-2\tau/(1-\tau)^2=(1-q^2)/2$, or $1/3$ at $\epsilon=0.5$. The fitted amplitude can still differ from $A$ by a relative amount of order $1/L$; at $\epsilon=0$, for instance, $C(r)=r(L-r)/(L-1)$. Using $C(r)/r$ at a single distance as the estimate of $A$ carries two errors: the factor $1-r/L$ of (11) lowers it, and the constant divided by $r$ shifts it either way. For $\epsilon=0.5$ and $L=200$ the estimate is 9% too large at $r=5$ and 7% too small at $r=20$. The coefficient $k$ can be obtained independently from velocities at several small imposed tilts through $k=v''(0)$. Agreement between this value and the one from (34) is a useful consistency condition. Disagreement may indicate incomplete saturation, a ring too short for the leading term, or a stationary state outside the short-range class assumed here.
